Finite-temperature occupation of an interface level coupled to a wide-band metal

**The physical question**

Where a metal gate meets a high-permittivity oxide, states in the oxide within a few tenths of a nanometre of the metal exchange electrons with it. Such a state is broadened by tunnelling, while the occupation of the metal states falls from nearly one to nearly zero over an energy range of order kT around the chemical potential. If the state is neutral when empty, its mean occupation fixes the charge at the contact, and this charge moves the flat-band voltage. When the broadening, kT and the distance of the level from the chemical potential are all comparable, neither the Fermi function at the level energy nor the zero-temperature arctangent law describes that occupation.

Consider one spin-orbital d and non-interacting metal states k. All energies are measured from the chemical potential of the metal, and x is the level energy on this scale. The Hamiltonian is

H = x d†d + Σ_k ε_k c_k†c_k + Σ_k (V_k d†c_k + V_k* c_k†d).   (1)

The coupling strength is

Γ = π Σ_k |V_k|² δ(ε − ε_k).   (2)

The wide-band assumption is that Γ does not depend on ε over a band much wider than Γ, kT and |x|. The result, derived below in two ways, is the occupation per spin

n = 1/2 − (1/π) Im ψ(a + ib),

a = 1/2 + Γ/(2πkT),  b = x/(2πkT).   (3)

The digamma function ψ has the series

ψ(z) = −γ + Σ_{m≥0} [1/(m+1) − 1/(m+z)],

where γ is a real constant. Since −1/(m+a+ib) = −(m+a−ib)/[(m+a)²+b²], its imaginary part on Re z > 0 is

Im ψ(a+ib) = Σ_{m≥0} b/[(m+a)² + b²].   (4)

**First derivation: equilibrium of the coupled system**

Let the whole system, level and metal together, be in thermal equilibrium. H is quadratic, so its one-electron eigenstates λ are filled independently with probability f(E_λ), where f(ε) = 1/(e^{ε/kT}+1). Therefore

n = Σ_λ |⟨d|λ⟩|² f(E_λ) = ∫ A(ε) f(ε) dε,

A(ε) = Σ_λ |⟨d|λ⟩|² δ(ε − E_λ).   (5)

To find A, let h be the one-electron Hamiltonian matrix and G = (z − h)⁻¹. The d column of (z − h)G = 1 reads

(z − x) G_dd − Σ_k V_k G_kd = 1,
(z − ε_k) G_kd − V_k* G_dd = 0.

The second line gives G_kd = V_k* G_dd/(z − ε_k). Substitution in the first gives

G_dd = 1/[z − x − Σ(z)],  Σ(z) = Σ_k |V_k|²/(z − ε_k).

Set z = ε + i0. The imaginary part of 1/(ε − ε_k + i0) is −πδ(ε − ε_k), so Im Σ = −Γ by (2). For a flat band from −D to D the real part is the principal value

(Γ/π) P∫_{−D}^{D} dε′/(ε − ε′) = (Γ/π) ln|(D+ε)/(D−ε)|.

It tends to zero at fixed ε as D grows, which leaves Σ = −iΓ. Since A = −(1/π) Im G_dd,

A(ε) = (Γ/π)/[(ε − x)² + Γ²].   (6)

Thus Γ is the half-width of the level at half its maximum.

For the thermal factor, write f = 1/2 − (1/2) tanh(ε/2kT). The logarithmic derivative of the product

cosh y = Π_{m≥0} [1 + 4y²/((2m+1)²π²)]

is tanh y = Σ_m 8y/[(2m+1)²π² + 4y²]. With y = ε/2kT, multiplying numerator and denominator by (kT)² gives

tanh(ε/2kT) = 4kT Σ_{m≥0} ε/(ε² + ω_m²),  ω_m = (2m+1)πkT.   (7)

At each ε all terms have the same sign, and their sum is bounded by one in magnitude. The average over A may therefore be taken term by term.

Each term is the real part of 1/(ε + iω), with ω > 0. This function has its pole in the lower half-plane, and the Lorentzian can be written

A(ε) = (1/2πi) [1/(ε − x − iΓ) − 1/(ε − x + iΓ)].

Close the contour in the upper half-plane. The product A(ε)/(ε + iω) falls as |ε|⁻³, so the arc contributes nothing, and the enclosed pole is ε = x + iΓ. Hence

∫ A(ε)/(ε + iω) dε = 1/[x + i(Γ+ω)],

∫ A(ε) ε/(ε²+ω²) dε = x/[x² + (Γ+ω)²].   (8)

Because A is normalised to one, (5), (7) and (8) give

n = 1/2 − 2kT Σ_{m≥0} x/[x² + (Γ+ω_m)²].   (9)

Now Γ + ω_m = 2πkT(m+a) and x = 2πkT b, so each term of the sum, with its prefactor, is

2kT · 2πkT b/{(2πkT)² [(m+a)² + b²]} = (1/π) b/[(m+a)² + b²].

The series (4) turns this into (3). In (9) the broadening adds to every thermal frequency ω_m, the smallest of which is πkT.

**Second derivation: a level that relaxes in time**

Suppose instead that the coupling is switched on at t = 0. The metal is then thermal, the level has any occupation n(0), and the two are uncorrelated. Take ħ = 1, so time has the unit of inverse energy. The Heisenberg equations are

i ḋ = x d + Σ_k V_k c_k,  i ċ_k = ε_k c_k + V_k* d.

The second integrates to

c_k(t) = e^{−iε_k t} c_k(0) − i V_k* ∫₀^t e^{−iε_k(t−s)} d(s) ds.

Inserting this in the first gives

ḋ = −ix d − iη(t) − ∫₀^t K(t−s) d(s) ds,

η(t) = Σ_k V_k e^{−iε_k t} c_k(0),  K(u) = Σ_k |V_k|² e^{−iε_k u}.

For the flat band, K(u) = (Γ/π)∫_{−D}^{D} e^{−iεu} dε = (2Γ/π) sin(Du)/u. As D grows, this kernel narrows around u = 0, while its integral over u > 0 remains (2Γ/π)(π/2) = Γ. The memory term becomes Γ d(t), and

ḋ = −(Γ + ix) d − iη(t),

d(t) = e^{−(Γ+ix)t} d(0) − i ∫₀^t e^{−(Γ+ix)(t−s)} η(s) ds.   (10)

The initial occupation thus contributes n(0)e^{−2Γt} and is forgotten. The rest comes from electrons supplied by the metal, whose correlation function is

⟨η†(s)η(s′)⟩ = C(s−s′),  C(u) = (Γ/π) ∫ f(ε) e^{iεu} dε.

In the product d†d set τ = t−s and τ′ = t−s′. At long times

n = ∫₀^∞∫₀^∞ e^{−Γ(τ+τ′)} e^{ix(τ−τ′)} C(τ′−τ) dτ dτ′.

Let u = τ′−τ, and let r be the smaller of τ and τ′. Then τ+τ′ = 2r+|u|, and the integral of e^{−2Γr} over r is 1/(2Γ):

n = (1/2Γ) ∫_{−∞}^{∞} e^{−Γ|u|} e^{−ixu} C(u) du.   (11)

To evaluate C, split f again. The constant 1/2 gives (Γ/2π)·2πδ(u) = Γδ(u). The odd part gives −(iΓ/2π) S(u), with S(u) = ∫ tanh(ε/2kT) sin(εu) dε. Since tanh(ε/2kT) = 1 − 2f, integration by parts yields

S(u) = (2/u) ∫ (−f′) cos(εu) dε.

The boundary term, −2cos(Du)/u, has been dropped: in (11) it multiplies sin(xu), the product with 1/u is integrable, and the rapid oscillation removes it as D → ∞.

The remaining integral follows from y = e^{ε/kT}, for which −f′dε = dy/(1+y)². With q = kTu it is a beta function, written here with the factorial notation z! for the gamma function of z+1:

∫₀^∞ y^{iq}/(1+y)² dy = (iq)! (−iq)! = πq/sinh(πq).

This is real, so it equals the cosine integral. Thus S(u) = 2πkT/sinh(πkTu), and

C(u) = Γδ(u) − iΓkT/sinh(πkTu).

In (11) the delta function gives 1/2. In the second part, 1/sinh is odd, so only −i sin(xu) from e^{−ixu} survives. The factor (−i)(−i) = −1 fixes the sign, and the two halves of the u axis contribute equally:

n = 1/2 − kT ∫₀^∞ e^{−Γu} sin(xu)/sinh(πkTu) du.   (12)

Substitute v = 2πkTu and use 1/sinh(v/2) = 2e^{−v/2}/(1−e^{−v}):

n = 1/2 − (1/π) ∫₀^∞ e^{−av} sin(bv)/(1−e^{−v}) dv.

Expanding 1/(1−e^{−v}) = Σ_m e^{−mv} and using ∫₀^∞ e^{−pv} sin(bv) dv = b/(p²+b²) with p = m+a reproduces (4), and hence (3).

**What each derivation assumes**

Both require a quadratic Hamiltonian and an energy-independent Γ. The first assumes equilibrium of the combined system and says nothing about how it is reached. Its starting formula (5) also holds for a finite band, including any discrete states outside it.

The second assumes thermal order in the metal alone and derives the loss of the level's memory, at rate 2Γ for the occupation. It needs a continuous spectrum: the number of metal states must go to infinity before t does. With a finite band, a discrete state outside the continuum would oscillate without damping and could preserve a trace of the initial condition. In the wide-band limit this obstacle is absent, and the two answers agree. The second route also accepts a stationary non-thermal distribution in the metal, by replacing f in C(u); the result is then no longer (3).

**Limits and response**

At T → 0 with Γ > 0 fixed, kT/sinh(πkTu) → 1/(πu). Let J(x) = ∫₀^∞ e^{−Γu} sin(xu)/u du. Then J(0) = 0 and dJ/dx = ∫₀^∞ e^{−Γu} cos(xu) du = Γ/(Γ²+x²), so J = arctan(x/Γ). Equation (12) becomes

n₀ = 1/2 − (1/π) arctan(x/Γ).   (13)

The next term of the expansion is kT/sinh(πkTu) = 1/(πu) − π(kT)²u/6 + … . The integral needed is

∫₀^∞ u e^{−Γu} sin(xu) du = Im 1/(Γ−ix)² = 2Γx/(Γ²+x²)²,

and therefore

n = n₀ + (π/3)(kT)² Γx/(x²+Γ²)² + … .   (14)

Heating raises the occupation of a level above the chemical potential and lowers that of one below it, to this order. The expansion requires πkT to be small compared with √(x²+Γ²).

For Γ → 0 at fixed T > 0, the Lorentzian (6) becomes a delta function and n → f(x). The answer at Γ = T = 0 for x = 0 needs no choice between limits, because (3) gives 1/2 there for every positive Γ and T.

For a level far above the chemical potential, (13) can be written n₀ = (1/π) arctan(Γ/x) ≈ Γ/(πx). This algebraic tail replaces the exponentially small Fermi function when x is much larger than Γ and kT and e^{−x/kT} is much smaller than Γ/x. The charge comes from the tail of the broadened level below the chemical potential, not from thermal excitation.

Differentiating (3), with d(a+ib)/dx = i/(2πkT), gives the response to a shift of the level:

−dn/dx = Re ψ′(a+ib)/(2π²kT).   (15)

By (5) this is also the average of −f′ over the Lorentzian. Both functions are symmetric with a single peak, so their convolution is largest at x = 0 and decreases on either side.

**A contact at room temperature**

Take x = 0.100 eV, Γ = 0.050 eV and T = 300 K, for which kT = 0.02585 eV. Then

a = 0.5 + 0.050/(2π × 0.02585) = 0.808,
b = 0.100/(2π × 0.02585) = 0.616.

The imaginary part of ψ is 1.0228, so n = 0.5 − 1.0228/π = 0.174 per spin. The arctangent law gives 0.148 and the Fermi function 0.020. Broadening supplies most of the occupation, but temperature still adds 0.027 to the arctangent value. The quadratic term in (14) gives 0.022, about 17% less than the full thermal change. Here πkT is about 0.08 eV and √(x²+Γ²) about 0.11 eV, so higher terms are not negligible.

At the same x and T, Γ = 0.200 eV gives 0.357 from (3) and 0.352 from the arctangent. For Γ = 0.001 eV the values are 0.024 and 0.003: the narrow level lies 0.004 above the Fermi value of 0.020, whereas the arctangent is too small by a factor of about eight. For a level at 1.0 eV with Γ = 0.050 eV, the occupation is 0.0159, as the algebraic tail predicts, against a Fermi function of about 10⁻¹⁷. This value is sensitive to the wide-band assumption, because the tail reaches far below the chemical potential and a real band cuts it off: flat bands of half-width 5 and 10 eV give 0.0134 and 0.0145.

Diagonalizing (1) with a discrete flat band tests the wide-band step. Half-widths of 5, 10 and 20 eV give n = 0.1721, 0.1732 and 0.1738. The deviation from 0.1744 roughly halves at each doubling, and extrapolation in 1/D from the last two values gives 0.1744.

For the voltage, let N = 3 × 10¹³ cm⁻² such sites lie d = 0.3 nm from the gate in a dielectric of relative permittivity κ = 20. Two spins give the sheet charge −2enN. At flat band the field at the semiconductor vanishes, so by Gauss's law the compensating charge sits on the gate and the field is confined between gate and sheet. The gate voltage must rise by

ΔV_FB = 2n eNd/(ε₀κ).   (16)

The factor eNd/(ε₀κ) is 81.4 mV, so ΔV_FB = 2 × 0.1744 × 81.4 mV = 28.4 mV. The arctangent and Fermi occupations would give 24.0 and 3.3 mV.

**Interactions and the real contact**

The percentages below are relative to n = 0.174. Each effect is added alone, with the other inputs fixed.

In mean field, a repulsion U between opposite spins replaces x by x + Un. For U = 0.50 eV the self-consistent occupation falls to 0.110, a change of −37%. A solution with unequal spins is excluded within this mean field: all effective level energies are at least x, where U times the slope is 0.857, so two unequal occupations would have to differ by less than their own difference. Mean field overstates the reduction, because correlated electrons can avoid occupying the level together: exact diagonalization with the metal reduced to a few states per spin, fitted so that U = 0 reproduces n = 0.174, gives 0.129, or −26%, unchanged from four to six states, where mean field with the same states gives −37%.

A lattice coordinate Q with energy KQ²/2 − gQ(2n) settles at Q = 2gn/K. It lowers the level by gQ = 4λn, where λ = g²/(2K) is the relaxation energy for one electron. For λ = 0.030 eV, n rises to 0.234, or +34%. This holds Q at its most probable value. A slow classical coordinate also fluctuates thermally, and averaging n over Q with the Boltzmann weight of the free energy gives 0.281, or +61%. Oxide phonon energies are comparable with kT and Γ, so the coordinate is not truly slow or classical; for these inputs, however, a quantised mode of 0.03 to 0.08 eV with the same λ, diagonalized with three fitted metal states per spin, gives 0.281 to 0.282, so the most-probable-Q value understates the effect. The equation n = F(x − 4λn), where F(x) denotes (3), has one solution for every x if 4λ times the largest slope is below one. That slope is 4.44 per eV, so the limit is λ = 0.056 eV. With x set to 2λ, so that n = 1/2 is a solution, there is one solution at 0.8 of the limit and there are three at 1.2. Three solutions do not by themselves mean bistability: at 1.2 times the limit the free-energy barrier between the two stable ones is only about 0.07 kT, so thermal motion carries a slow classical coordinate across it easily. The barrier reaches about kT at twice the limit.

If its charge is treated as uniform, the sheet also raises its own level, by 2n × 81.4 meV. Self-consistency then lowers n to 0.141 and the shift (16) to about 23 mV. The sites are about 1.8 nm apart, however, six times their distance from the gate, which screens them from one another. In a regular square array the other sites raise the level by only about 2n × 18 meV, which gives n = 0.165 and a shift of about 27 mV. The attraction of a site's charge to its own image in the gate is taken as already included in x and U; classically it is e²/(16πε₀κd), about 60 meV for one electron, and it lowers U by twice that amount. Away from flat band, an oxide field of 2.0 MV/cm moves the level by 0.2 V/nm × 0.3 nm, or 0.060 eV. Depending on its direction, n becomes 0.106 or 0.333.

These inputs are rough values meant for a strongly hybridised state at a TiN/HfO₂ contact, not measured properties of one. The site density is high for isolated defects, and a bulk permittivity is doubtful so close to a metal; at fixed n, halving κ would double the voltage shift. Real contacts break the assumption of a single, fixed, non-interacting level. Among the effects sized here, the gate field moves n most, by −39% or +91%. A Gaussian level spread of 0.050 eV gives 0.204, and operation at 400 K gives 0.194. Coupling to the channel through a 2.0 nm film is estimated as 10⁻⁴ of that to the gate, for equal prefactors, a 2.0 eV barrier and a tunnelling mass of 0.2 electron masses. Localised oxide vacancies can have relaxation energies well above the limit found here, and for them (3) with a fixed x is not a safe estimate. The remaining values are in the numerical output.

Computed results

```
Level above chemical potential x = 0.100 eV
Half-width Gamma = 0.050 eV
Temperature = 300 K, kT = 0.02585 eV
Digamma argument = 0.8078 + 0.6156 i (dimensionless)
Im psi = 1.02282 (dimensionless)
Occupation per spin, digamma = 0.17443
Occupation per spin, arctangent = 0.14758
Occupation per spin, Fermi function = 0.02047
T^2 correction alone at 300 K = 0.02240
Actual thermal change at 300 K = 0.02684
Slope -dn/dx at x = 1.7138 per eV
Largest slope, at x=0 = 4.4392 per eV
Occupation per spin at same x, 300 K: digamma, arctangent
  Gamma 0.200 eV: 0.35747, 0.35242
  Gamma 0.050 eV: 0.17443, 0.14758
  Gamma 0.010 eV: 0.05734, 0.03173
  Gamma 0.001 eV: 0.02429, 0.00318
Occupation at 77 K = 0.14910
Occupation at 200 K = 0.15910
Occupation at 400 K = 0.19354
Far level x = 1.0 eV: occupation = 0.015937
  algebraic tail = 0.015915, Fermi = 1.59e-17
Largest quadrature-digamma difference = 1.3e-15
Diagonalized band, half-width 5 eV: n = 0.172062
Diagonalized band, half-width 10 eV: n = 0.173234
Diagonalized band, half-width 20 eV: n = 0.173828
Extrapolated to infinite bandwidth: n = 0.174422
Site density = 3.0e+13 cm^-2
Distance = 0.3 nm, permittivity = 20
Flat-band shift, digamma = 28.41 mV
Flat-band shift, arctangent = 24.03 mV
Flat-band shift, Fermi = 3.33 mV
With repulsion 0.50 eV: n = 0.10974
  repulsion times slope = 0.857 (dimensionless)
With relaxation 0.030 eV: n = 0.23363
  uniqueness limit of relaxation = 0.0563 eV
  solutions at 0.8, 1.2 of limit = [1, 3]
With collective sheet dipole: n = 0.14104
Field 2.0 MV/cm shifts level 0.060 eV
  n for upward, downward shift = 0.10588, 0.33320
With Gaussian spread 0.050 eV: n = 0.20423
Tunnel mass 0.2 m_e, barrier 2.0 eV, film 2.0 nm
  decay constant = 3.240 nm^-1
  channel/metal coupling ratio = 1.1e-04
```
